# The best thin rectangular fin for a given amount of metal: test program

```python
"""
Result under test: a thin rectangular fin with an insulated tip, at fixed
profile area A = L*t and fixed base excess temperature, removes most heat when
beta = m*L is the positive root of sinh(2 beta) = 6 beta (about 1.419).
Symbols: t thickness, L length from base to tip, W width along the air flow,
k conductivity, h surface coefficient, m = sqrt(2h/(k t)),
theta = temperature excess over the air, Bi = h t/(2k).
Heat is per unit width (W/m) unless stated. SI units inside the program.
"""
import numpy as np
from scipy import constants
from scipy.integrate import trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

# Rough typical values for an aluminium fin in forced air
k = 200.0
h = 40.0
area = 20e-6
width = 0.060
theta_base = 40.0
air_inlet = 308.0
gap = 0.003
air_speed = 5.0


def fin_numeric(t, A, h_mean, tip_h=0.0, slope=0.0, n=2000):
    """Finite-difference fin equation; returns heat per width and tip excess.
    The coefficient varies linearly from (1-slope) to (1+slope) times h_mean."""
    length = A / t
    dx = length / n
    h_local = h_mean * (1 + slope * (2 * np.linspace(0, 1, n + 1) - 1))
    sink = 2 * h_local * dx**2 / (k * t)
    bands = np.zeros((3, n))
    bands[0, 1:] = 1.0
    bands[1] = -(2.0 + sink[1:])
    bands[1, -1] -= 2 * dx * tip_h / k
    bands[2, :-1] = 1.0
    bands[2, -2] = 2.0
    rhs = np.zeros(n)
    rhs[0] = -theta_base
    theta = np.concatenate(([theta_base], solve_banded((1, 1), bands, rhs)))
    heat = 2 * trapezoid(h_local * theta, dx=dx) + tip_h * t * theta[-1]
    return heat, theta[-1]


def fin_formula(t, A, h_mean):
    """Closed-form heat per width of the one-dimensional insulated-tip fin."""
    m = np.sqrt(2 * h_mean / (k * t))
    return np.sqrt(2 * h_mean * k * t) * theta_base * np.tanh(m * A / t)


def fin_two_dim(t, A, h_mean, terms=40):
    """Series solution of Laplace's equation in the fin cross-section."""
    half = t / 2
    biot = h_mean * half / k
    total = 0.0
    for n in range(terms):
        a = brentq(lambda z: z * np.sin(z) - biot * np.cos(z),
                   n * np.pi, n * np.pi + np.pi / 2, xtol=1e-15)
        weight = 2 * np.sin(a) / (a + np.sin(a) * np.cos(a))
        total += weight * np.sin(a) * np.tanh(a * A / (t * half))
    return 2 * k * theta_base * total


def beta_of(t, A, h_mean):
    return np.sqrt(2 * h_mean / (k * t)) * A / t


def maximise(heat_of_t, A, h_mean):
    """Search over thickness at fixed profile area."""
    scale = (2 * h_mean * A**2 / k) ** (1 / 3)
    found = minimize_scalar(lambda s: -heat_of_t(np.exp(s)), method="bounded",
                            bounds=(np.log(0.2 * scale), np.log(4 * scale)),
                            options={"xatol": 1e-8})
    return np.exp(found.x), -found.fun


# Derived optimum
beta = brentq(lambda b: np.sinh(2 * b) - 6 * b, 0.5, 3.0, xtol=1e-14)
g_max = np.tanh(beta) / beta ** (1 / 3)
t_opt = (2 * h * area**2 / (k * beta**2)) ** (1 / 3)
L_opt = (k * area * beta**2 / (2 * h)) ** (1 / 3)
q_opt = (4 * h**2 * k * area) ** (1 / 3) * theta_base * g_max
efficiency = np.tanh(beta) / beta
tip_ratio = 1 / np.cosh(beta)

# Direct numerical optimum, without the closed-form solution
t_num, q_num = maximise(lambda t: fin_numeric(t, area, h)[0], area, h)
beta_num = beta_of(t_num, area, h)
assert abs(beta_num / beta - 1) < 3e-4
assert abs(t_num / t_opt - 1) < 3e-4
assert abs(area / t_num / L_opt - 1) < 3e-4
assert abs(q_num / q_opt - 1) < 1e-5
heat_at_opt, tip_at_opt = fin_numeric(t_opt, area, h)
assert abs(heat_at_opt / (2 * h * L_opt * theta_base) - efficiency) < 1e-5
assert abs(tip_at_opt / theta_base - tip_ratio) < 1e-5

# The heat rises and then falls: a single maximum over a wide range of shapes
beta_scan = np.logspace(np.log10(0.05), np.log10(20), 61)
t_scan = (2 * h * area**2 / (k * beta_scan**2)) ** (1 / 3)
q_scan = np.array([fin_numeric(t, area, h)[0] for t in t_scan])
trend = np.sign(np.diff(q_scan))
assert trend[0] > 0 and trend[-1] < 0
assert np.count_nonzero(np.diff(trend)) == 1
for t, q in zip(t_scan, q_scan):
    assert abs(q / fin_formula(t, area, h) - 1) < 1e-4

# Flatness of the maximum in ln(beta)
curvature = (2 * beta / np.tanh(2 * beta) - 1) / 3
step = 0.05
logs = [np.log(fin_numeric(t_opt * np.exp(-2 * s / 3), area, h)[0])
        for s in (-step, 0.0, step)]
curvature_num = -(logs[0] - 2 * logs[1] + logs[2]) / step**2
assert abs(curvature_num / curvature - 1) < 0.01
half_thick = fin_numeric(t_opt / 2, area, h)[0] / heat_at_opt
double_thick = fin_numeric(2 * t_opt, area, h)[0] / heat_at_opt

# Scaling with material, from fresh numerical optimisations
q_eight = maximise(lambda t: fin_numeric(t, 8 * area, h)[0], 8 * area, h)[1]
q_half = maximise(lambda t: fin_numeric(t, area / 2, h)[0], area / 2, h)[1]
assert abs(q_eight / q_num - 2) < 1e-4
assert abs(2 * q_half / q_num - 2 ** (2 / 3)) < 1e-4

# Thin-fin assumption: weak air cooling against strong liquid cooling
biot = h * t_opt / (2 * k)
t_2d, q_2d = maximise(lambda t: fin_two_dim(t, area, h), area, h)
error_weak = q_2d / q_opt - 1
assert abs(error_weak) < 1e-4
assert abs(beta_of(t_2d, area, h) / beta - 1) < 1e-3
h_strong = 2.0e4
t_strong, q_strong = maximise(
    lambda t: fin_two_dim(t, area, h_strong), area, h_strong)
q_strong_1d = maximise(
    lambda t: fin_formula(t, area, h_strong), area, h_strong)[1]
error_strong = q_strong / q_strong_1d - 1
assert abs(error_strong) > 100 * abs(error_weak)

# Convecting tip: a nearby local maximum, but no global one
t_tip, q_tip = maximise(
    lambda t: fin_numeric(t, area, h, tip_h=h)[0], area, h)
t_slab = 0.2
q_slab = fin_numeric(t_slab, area, h, tip_h=h)[0]
assert q_tip > q_num
assert q_slab > q_tip
assert fin_numeric(2 * t_slab, area, h, tip_h=h)[0] > 1.9 * q_slab
covered_base = h * t_opt * theta_base / q_opt

# Coefficient lower near the base and higher near the tip, same mean
t_slope, q_slope = maximise(
    lambda t: fin_numeric(t, area, h, slope=0.3)[0], area, h)
assert q_slope < q_num

# Air warming along the channel, air mixed over the channel height.
# Diatomic ideal gas: heat capacity per volume = 3.5 * pressure / temperature
air_capacity = 3.5 * constants.atm / air_inlet


def channel(t):
    """Fin heat in W with warming air, and capacity rate in W/K."""
    rate = air_capacity * air_speed * gap * area / t
    conductance = fin_formula(t, area, h) / theta_base
    return rate * theta_base * (1 - np.exp(-conductance * width / rate)), rate


heat_warm, capacity_rate = channel(t_opt)
stations = 2000
excess, marched = theta_base, 0.0
for _ in range(stations):
    released = heat_at_opt / theta_base * excess * width / stations
    marched += released
    excess -= released / capacity_rate
# first-order march: error of order 1/stations
assert abs(marched / heat_warm - 1) < 1e-3
t_warm, heat_warm_best = maximise(lambda t: channel(t)[0], area, h)
heat_cold = q_opt * width
air_rise = heat_warm / capacity_rate

# Radiation bound: channel openings (two ends and top) black at base temperature
opening = gap * (2 * L_opt + width)
radiation = opening * constants.sigma * (
    (air_inlet + theta_base)**4 - air_inlet**4)

print("INPUTS (rough typical values)")
print(f"conductivity k = {k:.0f} W/(m K)")
print(f"surface coefficient h = {h:.0f} W/(m^2 K)")
print(f"profile area A = {area*1e6:.0f} mm^2")
print(f"fin width W = {width*1e3:.0f} mm")
print(f"base excess temperature = {theta_base:.0f} K")
print(f"air inlet temperature = {air_inlet:.0f} K")
print(f"channel gap = {gap*1e3:.0f} mm, air speed = {air_speed:.0f} m/s")
print("OPTIMUM (insulated tip)")
print(f"root of sinh(2b) = 6b: beta = {beta:.6f} (no unit)")
print(f"beta from finite-difference search = {beta_num:.5f} (no unit)")
print(f"g(beta) at maximum = {g_max:.5f} (no unit)")
print(f"prefactor 4^(1/3) g = {4**(1/3)*g_max:.4f} (no unit)")
print(f"thickness = {t_opt*1e3:.4f} mm")
print(f"length = {L_opt*1e3:.2f} mm")
print(f"heat per width, formula = {q_opt:.3f} W/m")
print(f"heat per width, finite differences = {q_num:.3f} W/m")
print(f"heat of whole fin = {heat_cold:.3f} W")
print(f"fin efficiency = {efficiency:.4f} (no unit)")
print(f"tip excess / base excess = {tip_ratio:.4f} (no unit)")
print(f"tip excess temperature = {tip_at_opt:.2f} K")
print("FLATNESS AND SCALING")
print(f"curvature in ln(beta), formula = {curvature:.4f} (no unit)")
print(f"curvature, finite differences = {curvature_num:.4f} (no unit)")
print(f"heat at half thickness / maximum = {half_thick:.4f}")
print(f"heat at double thickness / maximum = {double_thick:.4f}")
print(f"heat ratio for 8 times the area = {q_eight/q_num:.4f}")
print(f"two fins of half area / one fin = {2*q_half/q_num:.4f}")
print("THIN-FIN ASSUMPTION")
print(f"Biot number of example = {biot:.2e} (no unit)")
print(f"2D heat relative to 1D, change = {100*error_weak:.5f} %")
print(f"strong cooling h = {h_strong:.0f} W/(m^2 K)")
print(f"its Biot number = {h_strong*t_strong/(2*k):.3f} (no unit)")
print(f"its 2D optimum beta = {beta_of(t_strong, area, h_strong):.4f}")
print(f"its 2D heat relative to 1D, change = {100*error_strong:.2f} %")
print("NEGLECTED EFFECTS IN THE EXAMPLE")
print(f"convecting tip: local optimum beta = {beta_of(t_tip, area, h):.4f}")
print(f"convecting tip: heat change = {100*(q_tip/q_num-1):.3f} %")
print(f"slab {t_slab*1e3:.0f} mm thick, convecting tip: {q_slab:.1f} W/m")
print(f"heat of covered base / fin heat = {100*covered_base:.2f} %")
print(f"h from -30% to +30%: optimum beta = {beta_of(t_slope, area, h):.4f}")
print(f"h from -30% to +30%: heat change = {100*(q_slope/q_num-1):.2f} %")
print(f"air heat capacity rate = {capacity_rate:.4f} W/K")
print(f"air temperature rise = {air_rise:.2f} K")
print(f"fin heat with warming air = {heat_warm:.3f} W")
print(f"warming air: heat change = {100*(heat_warm/heat_cold-1):.2f} %")
print(f"warming air: optimum beta = {beta_of(t_warm, area, h):.4f}")
print(f"warming air: optimum thickness = {t_warm*1e3:.4f} mm")
print(f"gain from re-optimising = {100*(heat_warm_best/heat_warm-1):.3f} %")
print(f"radiation, upper bound = {radiation:.3f} W")
print(f"radiation bound / fin heat = {100*radiation/heat_cold:.2f} %")
print("finished without a failed check")
```

Printed output:

```
INPUTS (rough typical values)
conductivity k = 200 W/(m K)
surface coefficient h = 40 W/(m^2 K)
profile area A = 20 mm^2
fin width W = 60 mm
base excess temperature = 40 K
air inlet temperature = 308 K
channel gap = 3 mm, air speed = 5 m/s
OPTIMUM (insulated tip)
root of sinh(2b) = 6b: beta = 1.419223 (no unit)
beta from finite-difference search = 1.41923 (no unit)
g(beta) at maximum = 0.79146 (no unit)
prefactor 4^(1/3) g = 1.2564 (no unit)
thickness = 0.4299 mm
length = 46.53 mm
heat per width, formula = 93.305 W/m
heat per width, finite differences = 93.305 W/m
heat of whole fin = 5.598 W
fin efficiency = 0.6267 (no unit)
tip excess / base excess = 0.4571 (no unit)
tip excess temperature = 18.28 K
FLATNESS AND SCALING
curvature in ln(beta), formula = 0.6193 (no unit)
curvature, finite differences = 0.6189 (no unit)
heat at half thickness / maximum = 0.7945
heat at double thickness / maximum = 0.7370
heat ratio for 8 times the area = 2.0000
two fins of half area / one fin = 1.5874
THIN-FIN ASSUMPTION
Biot number of example = 4.30e-05 (no unit)
2D heat relative to 1D, change = -0.00095 %
strong cooling h = 20000 W/(m^2 K)
its Biot number = 0.165 (no unit)
its 2D optimum beta = 1.4982
its 2D heat relative to 1D, change = -3.07 %
NEGLECTED EFFECTS IN THE EXAMPLE
convecting tip: local optimum beta = 1.4079
convecting tip: heat change = 0.155 %
slab 200 mm thick, convecting tip: 320.3 W/m
heat of covered base / fin heat = 0.74 %
h from -30% to +30%: optimum beta = 1.2814
h from -30% to +30%: heat change = -5.42 %
air heat capacity rate = 0.8036 W/K
air temperature rise = 6.39 K
fin heat with warming air = 5.138 W
warming air: heat change = -8.22 %
warming air: optimum beta = 1.5605
warming air: optimum thickness = 0.4035 mm
gain from re-optimising = 0.266 %
radiation, upper bound = 0.148 W
radiation bound / fin heat = 2.64 %
finished without a failed check
```
